# Mirror Symmetry and Midpoint Flux in Free Molecular Tube Flow, part 1

(Sections cited here and not found follow in the second part.)

## First half: the wall balance of an open tube

### The situation

Atomic layer deposition can coat the walls of pores far narrower than the distance a vapour molecule travels between collisions with other molecules. Inside such a pore the molecules fly from wall to wall. What the surface at a given depth receives, and so how fast it can react there, depends on how many molecules strike it per unit area and time.

Consider a pore that runs right through a membrane, with vapour on one side and vacuum on the other. The surface has already reacted to saturation, so that arriving molecules are no longer held. The wall near the vapour is struck more often than the wall near the vacuum. The full profile between the two ends requires the solution of an integral equation. One property of the profile can nevertheless be found without solving it: the fluxes at two points equally far from the two ends add up to the flux entering the tube. Halfway along, the wall therefore receives one half of the inlet flux, however long or short the tube is.

### Assumptions and definitions

The tube is straight and round, with diameter $d$, radius $a=d/2$ and length $L$. The coordinate $x$ runs along the axis from the inlet at $x=0$ to the outlet at $x=L$. The assumptions are these.

1. Molecules do not collide with one another inside the tube.
2. The inlet opens on a gas in equilibrium. Beyond the outlet there is vacuum, and nothing comes back from it.
3. The wall adsorbs nothing permanently. In the steady state each wall element gives off as many molecules per unit time as it receives.
4. The wall re-emits diffusely: the direction of departure follows the cosine law and has no memory of the direction of arrival.

Assumption 2 contains two conditions that matter. A tube closed at its far end is also fed from one end, but its wall flux is different, as the second half shows. The angular distribution of the entering molecules matters as well, and equilibrium fixes it. In an equilibrium gas of number density $n$ and mean speed $\bar v$, the velocities are isotropic, so a fraction $d\Omega/4\pi$ of the molecules moves within the solid angle $d\Omega$. At an angle $\theta$ to the normal of an opening they carry the flux $n\bar v\cos\theta\,d\Omega/4\pi$ through it. Since the integral of $\cos\theta\,d\Omega$ over a hemisphere is

$$
\int_0^{2\pi}d\varphi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=2\pi\cdot\tfrac12=\pi ,
$$

the total flux is

$$
J_0=\frac{n\bar v}{4},
$$

and the fraction of it that enters within $d\Omega$ is $\cos\theta\,d\Omega/\pi$. This is the cosine law. The inlet disc and the diffuse wall thus emit with the same angular distribution.

Let $J(x)$ be the number of molecules striking the wall per unit area and time at depth $x$. Nothing in the arrangement singles out a direction around the axis, so $J$ depends on $x$ alone. The normalized wall flux is

$$
h=\frac{J}{J_0}.
$$

Lengths will be measured in tube diameters: $X=x/d$ and $\Lambda=L/d$. The symbol $h(X)$ denotes the flux at the depth $x=Xd$. The statement to be shown is

$$
h(X)+h(\Lambda-X)=1\quad\text{for } 0\le X\le\Lambda .
$$

### Exchange between two surface elements

Let a surface element $dA'$ emit the flux $J'$ by the cosine law, and let another element $dA$ lie at distance $\ell$. The line joining them makes the angle $\theta'$ with the normal of $dA'$ and $\theta$ with the normal of $dA$. Seen from $dA'$, the receiving element covers the solid angle $\cos\theta\,dA/\ell^2$. The number of molecules travelling from $dA'$ to $dA$ per unit time is therefore

$$
J'\,dA'\,\frac{\cos\theta'}{\pi}\,\frac{\cos\theta\,dA}{\ell^2}
= J'\,\frac{\cos\theta\cos\theta'}{\pi\ell^2}\,dA\,dA' .
\tag{1}
$$

Two properties of this expression will be used repeatedly.

First, the geometric factor is symmetric between the two elements. For equal emitted fluxes, as many molecules go one way as the other. This is reciprocity.

Second, the contribution to the flux on $dA$ can be written with the solid angle that the *source* covers as seen from the receiver, $d\Omega=\cos\theta'\,dA'/\ell^2$. Dividing (1) by $dA$ gives

$$
dJ=J'\,\frac{\cos\theta\,d\Omega}{\pi}.
\tag{2}
$$

The distance and tilt of the source have disappeared. A receiving point is affected only by the emitted flux $J'$ found at the end of each line of sight. If all lines of sight end on surfaces emitting the same flux $J'$, integration of (2) over the hemisphere gives an incident flux equal to $J'$.

### The kernel between two rings

We now need the flux at one wall point caused by a whole ring of wall. Put the receiving point $P$ at azimuth zero and the source point $P'$ at azimuth $\varphi$, with an axial separation $z$. In Cartesian coordinates with the third axis along the tube, the vector from $P$ to $P'$ is

$$
(a\cos\varphi-a,\;a\sin\varphi,\;z).
$$

Its squared length is

$$
\ell^2=a^2(\cos\varphi-1)^2+a^2\sin^2\varphi+z^2=2a^2(1-\cos\varphi)+z^2 .
$$

The inward normal at $P$ is $(-1,0,0)$. Its scalar product with the vector is $a(1-\cos\varphi)$, so $\cos\theta=a(1-\cos\varphi)/\ell$. The geometry looks the same from $P'$, hence $\cos\theta'=\cos\theta$.

Write $u=1-\cos\varphi$. A ring of width $dx'$ consists of elements $dA'=a\,d\varphi\,dx'$. By (1), a ring emitting unit flux produces at $P$ the flux $k(z)\,dx'$ with

$$
k(z)=\int_0^{2\pi}\frac{a^3u^2}{\pi\,(2a^2u+z^2)^2}\,d\varphi .
$$

Insert $a=d/2$ and $z=Xd$. The bracket becomes $\tfrac12d^2(u+2X^2)$, and its square is $\tfrac14d^4(u+2X^2)^2$. The prefactor is then $(d^3/8)\cdot4/(\pi d^4)=1/(2\pi d)$. Because $dx'=d\,dX'$, the kernel per unit of $X'$ is $K=d\,k$:

$$
K(X)=\frac1{2\pi}\int_0^{2\pi}\frac{u^2}{(u+p)^2}\,d\varphi,\qquad p=2X^2 .
$$

To integrate, write $u=(u+p)-p$ and expand the square:

$$
\frac{u^2}{(u+p)^2}=1-\frac{2p}{u+p}+\frac{p^2}{(u+p)^2}.
$$

With $b=1+p$ we have $u+p=b-\cos\varphi$. The substitution $t=\tan(\varphi/2)$ gives $\cos\varphi=(1-t^2)/(1+t^2)$ and $d\varphi=2\,dt/(1+t^2)$, so that

$$
\int_0^{2\pi}\frac{d\varphi}{b-\cos\varphi}
=\int_{-\infty}^{\infty}\frac{2\,dt}{(b-1)+(b+1)t^2}
=\frac{2\pi}{\sqrt{b^2-1}} .
$$

Differentiating both sides with respect to $b$ and changing the sign gives the second integral:

$$
\int_0^{2\pi}\frac{d\varphi}{(b-\cos\varphi)^2}=\frac{2\pi b}{(b^2-1)^{3/2}} .
$$

Now $b^2-1=p(p+2)=4X^2(X^2+1)$. With $R=\sqrt{X^2+1}$ its square root is $2XR$. The three terms give

$$
K=1-\frac{2p}{2XR}+\frac{p^2(1+p)}{8X^3R^3}
=1-\frac{2X}{R}+\frac{X(1+2X^2)}{2R^3}.
$$

Over the common denominator $2R^3$, the second term is $-(4X^3+4X)/(2R^3)$, because $R^2=X^2+1$. Adding the third leaves

$$
K(X)=1-\frac{2X^3+3X}{2(X^2+1)^{3/2}} .
\tag{3}
$$

The kernel is positive, since its integrand is, and $K(0)=1$. Its derivative has a simple form:

$$
K'(X)=-\frac{(6X^2+3)(X^2+1)-3X(2X^3+3X)}{2R^5}=-\frac{3}{2R^5},
\tag{4}
$$

because the powers $X^4$ and $X^2$ cancel in the numerator. The influence of a ring thus falls steadily with distance. Since $K$ vanishes at infinity and $R>X$, integration of (4) from $X$ to infinity gives the bound $K(X)<3/(8X^4)$. The direct exchange between distant rings is therefore weak.

### The direct flux from the inlet

Let $E(X)$ be the flux at depth $X$ that comes straight from the inlet disc, for unit inlet flux. It could be found by integrating (1) over the disc. A replacement makes that unnecessary.

Remove the disc and imagine the tube continued to $x=-\infty$, the added wall emitting unit flux by the cosine law. Take a wall point $P$ at $x>0$. Each line of sight from $P$ that passes through the opening ends on the added wall, apart from the single direction parallel to the axis, which carries no flux. Conversely, each line from $P$ to the added wall passes through the opening, because the straight segment stays inside the tube. By (2), only the emitted flux at the end of a line of sight counts, and it is unity in both arrangements. The added wall therefore produces the same flux at $P$ as the disc. Its rings lie at distances from $X$ to infinity, so

$$
E(X)=\int_X^\infty K(X')\,dX' .
\tag{5}
$$

The integral is

$$
E(X)=\frac{X^2+\tfrac12}{\sqrt{X^2+1}}-X .
\tag{6}
$$

To verify this, differentiate:

$$
E'(X)=\frac{2X(X^2+1)-X(X^2+\tfrac12)}{R^3}-1
=\frac{2X^3+3X}{2R^3}-1=-K(X).
$$

The value at infinity must also vanish. Write (6) as $(X^2+\tfrac12-XR)/R$ and multiply numerator and denominator by $X^2+\tfrac12+XR$. The numerator becomes $(X^2+\tfrac12)^2-X^2(X^2+1)=\tfrac14$, hence

$$
E(X)=\frac{1}{4R\,(X^2+\tfrac12+XR)} .
$$

This is positive and tends to zero as $1/(8X^3)$. At the rim, $E(0)=\tfrac12$: half of the cosine-weighted view of a wall point there is filled by the inlet, and the other half by the tube wall and the outlet.

Both formulas were tested against direct numerical integration of the cosine law (1), over the ring for $K$ and over the disc for $E$, at $X=0.3$, $1$ and $2.5$. The largest absolute differences were $5\times10^{-15}$ and $6\times10^{-16}$.

### The balance equation

A wall point receives molecules straight from the inlet and from all other wall rings. By assumption 3, a ring at $X'$ emits the flux $h(X')$ that it receives. Nothing arrives from the outlet. Therefore

$$
h(X)=E(X)+\int_0^\Lambda K(|X-X'|)\,h(X')\,dX' .
\tag{7}
$$

A short stay of the molecules on the wall does not change this equation, provided that they leave from the place where they arrived. In the steady state, arrivals and departures balance whatever the delay.

### Closure

The integral of the kernel over the tube follows from (5). Split it at $X'=X$. To the left the distances run from $0$ to $X$, to the right from $0$ to $\Lambda-X$. Since $\int_0^X K\,dX'=E(0)-E(X)=\tfrac12-E(X)$,

$$
\int_0^\Lambda K(|X-X'|)\,dX'
=\left[\tfrac12-E(X)\right]+\left[\tfrac12-E(\Lambda-X)\right]
=1-w(X),
\tag{8}
$$

where

$$
w(X)=E(X)+E(\Lambda-X).
\tag{9}
$$

By reciprocity, (8) can be read in the direction of emission. The quantity $K(|X-X'|)\,dX'$ is also the fraction of the molecules leaving the ring at $X$ that next land in $dX'$, because rings of equal width have equal areas. Likewise $E(X)$ is the fraction that flies straight out through the inlet, and $E(\Lambda-X)$ the fraction that flies straight out through the outlet. So $w(X)$ is the chance that a molecule leaving the wall at $X$ escapes without touching the wall again, and (8) says that each molecule either escapes or lands somewhere.

Equation (8) has a second meaning. Suppose that equal equilibrium gases stand at both ends. The direct flux is then $E(X)+E(\Lambda-X)=w(X)$, and the uniform flux $h=1$ satisfies the balance, because $w+(1-w)=1$. This is the state of equilibrium: each line of sight ends on a source of unit flux. The theorem follows by comparing this known state with the one-sided feed.

## Second half: the theorem, its reach and an example

### Symbols and results carried over

Depth is $X=x/d$, the tube has length $\Lambda=L/d$, and $h(X)$ is the wall flux divided by the inlet flux $J_0$. The kernel $K$ gives the exchange between rings, $E(X)$ is the direct flux from the inlet, and $w(X)=E(X)+E(\Lambda-X)$ is the chance of escape without a further wall hit. The results needed are

$$
h(X)=E(X)+\int_0^\Lambda K(|X-X'|)h(X')\,dX',\qquad
\int_0^\Lambda K(|X-X'|)\,dX'=1-w(X),
$$

together with $E'=-K$, $K'=-\tfrac32(X^2+1)^{-5/2}$, $0<K\le1$ and $E(0)=\tfrac12$.

### The solution is unique

Suppose that two bounded solutions exist for the same feed. The source terms cancel in their difference $\delta$, so

$$
\delta(X)=\int_0^\Lambda K(|X-X'|)\,\delta(X')\,dX' .
$$

The right side is continuous in $X$, so $|\delta|$ reaches its largest value $M$ at some point $X_*$. There

$$
M\le M\int_0^\Lambda K(|X_*-X'|)\,dX'=M\,[1-w(X_*)],
$$

that is, $M\,w(X_*)\le0$. Since $w>0$ everywhere, $M=0$, and the two solutions coincide.

A solution also exists. Starting from $E$ and inserting the right side of the balance into itself gives a series of positive terms, one for each number of previous wall hits. Each term is smaller than the one before by at least the factor $1-w_{\min}<1$, measured by the largest value over the tube. The series converges, and it shows that $h>0$.

The smallest $w$ lies at the midpoint, because $E''=-K'>0$ makes $E$ convex. For $\Lambda=20$ it is $2.5\times10^{-4}$. Escape straight from the middle of such a tube is rare, yet its chance is not zero, and that is all the proof needs.

We now have the balance equation for the wall flux, the closure relation, and the proof that the balance has exactly one bounded solution. It remains to exchange the two ends and so prove that mirror points add up to the inlet flux, then to examine the limits of this result and apply it to a membrane pore.
